\section*{The force theorem in magnets and the error of band energies, part 1}

(Sections cited here and not found follow in the second part.)

\section{The band energy and its minimum property}

Q: You want the change of the total energy of a magnet under a small perturbation from the sum of one-electron eigenvalues alone. That sum counts the interaction twice and is not the total energy. What exactly is being compared?

A: I use Kohn--Sham spin-density theory in Mermin's form, in a finite basis, at fixed electron number $N$ and temperature $T>0$. The variable is the one-body density matrix $\gamma$, Hermitian, with eigenvalues in $[0,1]$ and $\mathrm{Tr}\,\gamma=N$. Charge and magnetisation densities are collected in $\rho_a=\mathrm{Tr}\,\gamma O_a$ with Hermitian $O_a$, and $u\cdot\rho=\sum_a u_a\rho_a$. The free energy is
\begin{equation}
F_w[\gamma]=\mathrm{Tr}\,\gamma(h+w)-TS[\gamma]+E[\rho],\qquad S=k\,\mathrm{Tr}\,s(\gamma),
\end{equation}
with $s(x)=-x\ln x-(1-x)\ln(1-x)$. Here $h$ holds the kinetic energy and the external potential, $w$ is any Hermitian one-body perturbation, and $E$ is the Hartree and exchange-correlation energy, assumed three times differentiable, with potential $v_a=\partial E/\partial\rho_a$ and symmetric kernel $K_{ab}=\partial^2E/\partial\rho_a\partial\rho_b$. For a functional of the whole density matrix the $O_a$ run over a complete set. For a one-body Hamiltonian $H$ with levels $\varepsilon_p$ the band free energy is
\begin{equation}
F_b(H)=\mu N+\Omega(\mu),\qquad \Omega(\mu)=-kT\sum_p\ln\!\big(1+e^{-(\varepsilon_p-\mu)/kT}\big),
\end{equation}
with $\mu$ fixed by $\sum_pf_p=N$ and $f_p$ the Fermi occupations. The comparison is between $\Delta F$, the change of the self-consistent value of $F_w$, and $\Delta F_b$, the change of $F_b$ when $w$ is added and $v$ is left as it was.

Q: Why this $F_b$ and not $\sum_pf_p\varepsilon_p$?

A: Because $F_b$ is the minimum of $G_H[\gamma]=\mathrm{Tr}\,\gamma H-TS[\gamma]$ at trace $N$. Let $|p\rangle$ be eigenvectors of $H$ and $|j\rangle$ those of $\gamma$, with eigenvalues $x_j$. Then $\gamma_{pp}=\sum_j|\langle p|j\rangle|^2x_j$ is a weighted mean, and since $s$ is concave, $s(\gamma_{pp})\ge\sum_j|\langle p|j\rangle|^2s(x_j)$. Summing over $p$ with $\sum_p|\langle p|j\rangle|^2=1$ gives $\sum_ps(\gamma_{pp})\ge\mathrm{Tr}\,s(\gamma)$. With $\sum_p\gamma_{pp}=N$,
\begin{equation}
G_H[\gamma]\ge\mu N+\sum_p\big[(\varepsilon_p-\mu)\gamma_{pp}-kT\,s(\gamma_{pp})\big].
\end{equation}
Each bracket is strictly convex in $x=\gamma_{pp}$, with derivative $\varepsilon_p-\mu+kT\ln[x/(1-x)]$, which vanishes at $x=f_p$. Put $y=e^{-(\varepsilon_p-\mu)/kT}$, so that $f_p=y/(1+y)$ and $1-f_p=1/(1+y)$. Then $-kTs(f_p)=kT[f_p\ln y-\ln(1+y)]=-f_p(\varepsilon_p-\mu)-kT\ln(1+y)$, and the bracket equals $-kT\ln(1+y)$. Hence
\begin{equation}\label{min}
G_H[\gamma]\ge F_b(H),
\end{equation}
with equality only at the Fermi matrix $\gamma=f(H)$, where $F_b=\sum_pf_p\varepsilon_p-TS$. As $T\to0$ with a gap at the Fermi level this is the sum of the $N$ lowest levels.

Q: And how does it respond to a change of $H$?

A: The variation of $\mu$ drops out, since $\partial(\mu N+\Omega)/\partial\mu=N-\sum_pf_p=0$. With $\partial\Omega/\partial\varepsilon_p=f_p$ and $\delta\varepsilon_p=\delta H_{pp}$ one has $\delta F_b=\mathrm{Tr}\,\gamma\,\delta H$. So the gradient of $F_b(H+u\cdot O)$ in $u$ is the output density, and its Hessian is the response $\chi_{ab}=\partial\rho_a/\partial u_b$ at fixed $N$:
\begin{align}
F_b(H+u\cdot O)&=F_b(H)+u\cdot\rho+\tfrac12u\chi u+O(u^3),\label{exp}\\
\rho(u)-\rho&=\chi u+O(u^2).\label{lin}
\end{align}
As a Hessian $\chi$ is symmetric, and it is negative semidefinite because by (\ref{min}) $F_b$ is a minimum of functions linear in $u$, hence concave. Explicitly, varying $[\gamma,H]=0$ gives $\delta\gamma_{pq}(\varepsilon_q-\varepsilon_p)+(f_p-f_q)\delta H_{pq}=0$ off the diagonal, while $\delta\gamma_{pp}=f'_p(\delta H_{pp}-\delta\mu)$. With $a_a=\sum_pf'_p(O_a)_{pp}$ and $a_N=\sum_pf'_p$, the condition $\delta N=0$ gives $\delta\mu=a\cdot u/a_N$, so
\begin{equation}
\chi_{ab}=\sum_{pq}\frac{f_p-f_q}{\varepsilon_p-\varepsilon_q}(O_a)_{qp}(O_b)_{pq}-\frac{a_aa_b}{a_N},
\end{equation}
the quotient being $f'_p$ for equal levels.

\section{Cancellation of the double counting}

Q: You still have not removed the double counting.

A: First it has to be isolated. A variation of $\gamma$ changes $E$ by $v\cdot\delta\rho=\mathrm{Tr}\,\delta\gamma\,(v\cdot O)$, so $\delta F_w=\delta G_H$ with $H=h+w+v[\rho]\cdot O$. A stationary $\gamma$ is therefore the Fermi matrix of the Hamiltonian built from its own density. For $w=0$ call these $\gamma_0,\rho_0,H_0$. Adding and subtracting $v[\rho_0]\cdot\rho_0$,
\begin{equation}\label{F0}
F_0=F_b(H_0)+D[\rho_0],\qquad D[\rho]=E[\rho]-v[\rho]\cdot\rho .
\end{equation}
With $w$ there are two states. The self-consistent one is $\gamma',\rho'$. The frozen one, $\gamma_f,\rho_f$, is the Fermi matrix of $H_f=h+w+v[\rho_0]\cdot O$ and costs one diagonalisation. Define the remainder of $E$ beyond its tangent at $\rho_0$,
\begin{equation}
R[\rho]=E[\rho]-E[\rho_0]-v[\rho_0]\cdot(\rho-\rho_0)=\tfrac12\delta\rho K\delta\rho+O(\delta\rho^3),
\end{equation}
with $\delta\rho=\rho-\rho_0$ and $K$ at $\rho_0$. Then $E[\rho]=v[\rho_0]\cdot\rho+R[\rho]+D[\rho_0]$, and the first term completes $h+w$ to $H_f$. For every $\gamma$, exactly,
\begin{equation}\label{split}
F_w[\gamma]=G_{H_f}[\gamma]+R[\rho]+D[\rho_0].
\end{equation}
Put $\gamma=\gamma'$ and subtract (\ref{F0}). The same number $D[\rho_0]$ stands in both energies and cancels. With $\Delta F_b=F_b(H_f)-F_b(H_0)$ and $F_b(H_f)=G_{H_f}[\gamma_f]$,
\begin{equation}\label{err}
\Delta F-\Delta F_b=\big(G_{H_f}[\gamma']-G_{H_f}[\gamma_f]\big)+R[\rho'].
\end{equation}

Q: That only renames the difficulty. Why is the right side small?

A: It is enclosed by two quadratic quantities. The parenthesis is non-negative by (\ref{min}), which gives a lower bound for any stationary $\gamma'$. If $\gamma'$ is moreover a minimum of $F_w$ on a set containing $\gamma_f$, then $F_w[\gamma']\le F_w[\gamma_f]=F_b(H_f)+R[\rho_f]+D[\rho_0]$ by (\ref{split}), and subtracting (\ref{F0}) gives an upper bound:
\begin{equation}\label{bounds}
R[\rho']\le\Delta F-\Delta F_b\le R[\rho_f].
\end{equation}
Neither bound has a linear term. For $w=\lambda w_1$, with $\rho'$ following $\rho_0$ smoothly, the density changes are $O(\lambda)$ and the difference is $O(\lambda^2)$, so at $\lambda=0$
\begin{equation}\label{theorem}
\frac{dF}{d\lambda}=\frac{dF_b}{d\lambda}=\mathrm{Tr}\,\gamma_0w_1 .
\end{equation}
This is Andersen's force theorem.

Q: Bounds are not values, and a saddle point would cost you the upper one. What is the error itself?

A: It follows from (\ref{err}) with stationarity alone. The matrix $\gamma'$ is the Fermi matrix of $H_f+u\cdot O$ with $u=v[\rho']-v[\rho_0]=K\delta\rho'+O(\delta\rho'^2)$. Hence $G_{H_f}[\gamma']=F_b(H_f+u\cdot O)-u\cdot\rho'$. Expand about $H_f$ with (\ref{exp}), and use (\ref{lin}) in the form $\chi u=\rho'-\rho_f+O(u^2)$:
\begin{align}
G_{H_f}[\gamma']-G_{H_f}[\gamma_f]&=u\cdot\rho_f+\tfrac12u\chi u-u\cdot\rho'+O(u^3)\nonumber\\
&=-\tfrac12u\cdot(\rho'-\rho_f)+O(u^3).\label{Gdiff}
\end{align}
Insert $u$, write $\rho'-\rho_f=\delta\rho'-\delta\rho_f$, and add $R[\rho']$:
\begin{align}
\Delta F-\Delta F_b&=-\tfrac12\delta\rho'K\delta\rho'+\tfrac12\delta\rho'K\delta\rho_f+\tfrac12\delta\rho'K\delta\rho'+O(\delta\rho^3)\nonumber\\
&=\tfrac12\,\delta\rho'K\,\delta\rho_f+O(\delta\rho^3).\label{quad}
\end{align}
The small quantity is the density change, whatever the size of $w$. With $\chi$ the response of $H_f$, which may be replaced by that of $H_0$ only when $w$ is small, the two changes are linked by $\delta\rho'=\delta\rho_f+\chi K\delta\rho'$, so $\delta\rho'=(1-\chi K)^{-1}\delta\rho_f$ at leading order. The expansion fails where an eigenvalue of $1-\chi K$ that $w$ excites goes to zero, as at a Stoner instability, since $\delta\rho'$ is then no longer linear in $\lambda$. It also fails if $\rho'$ jumps to another branch of solutions, and at $T=0$ when a filled and an empty discrete level cross, where $F_b$ has a kink.

\section{A model magnet}

Q: Show me that on numbers.

A: Take three sites in a triangle, one orbital each, hopping $-t$ with $t=1$ eV, site energies $0.3,0,-0.3$ eV, $N=4$, $kT=0.25$ eV. The $O_a$ are site projectors times $1,\sigma_x,\sigma_y,\sigma_z$, giving charges $n_i$ and dimensionless moments $\mathbf m_i$, and
\begin{equation}
E=\sum_i\big[\tfrac12Un_i^2-\tfrac14I|\mathbf m_i|^2+\tfrac1{16}g|\mathbf m_i|^4\big],
\end{equation}
with round parameters $U=2$, $I=3$, $g=1$ eV. The potential is $Un_i+\mathbf B_i\cdot\boldsymbol\sigma$ with $\mathbf B_i=(-I/2+g|\mathbf m_i|^2/4)\mathbf m_i$. For moments along $z$, differentiation gives $K_{nn}=U$, $K_{zz}=-I/2+3gm_i^2/4$ and $K_{xx}=K_{yy}=B_i/m_i$, all diagonal in the sites. The solution is a ferromagnet with $n=(1.2699,1.3312,1.3989)$, $m_z=(0.6778,0.6285,0.5685)$ and $K_{zz}=(-1.155,-1.204,-1.258)$ eV. Since $v\cdot\rho=\sum_i[Un_i^2-Im_i^2/2+gm_i^4/4]$,
\begin{equation}
D=\sum_i\big[-\tfrac12Un_i^2+\tfrac14Im_i^2-\tfrac3{16}gm_i^4\big]=-5.342+0.883-0.088=-4.547\ \text{eV},
\end{equation}
and $F_0=6.87133-4.54687=2.32446$ eV, with $F_0$ evaluated from its definition. A rigid rotation $z$ of all moments is again self-consistent, so $z=\chi Kz$: the matrix $1-\chi K$ has two zero eigenvalues, and the next is $0.2324$. Perturbations that conserve $\sigma_z$ keep $\gamma$ diagonal in spin and do not touch the zero modes.

Raise site 1 by $\lambda=0.2$ eV. The frozen changes are $\delta n_f=(-0.0382,0.0183,0.0198)$, $\delta m_f=(0.0177,-0.0152,-0.0172)$, the self-consistent ones $\delta n'=(-0.0270,0.0129,0.0141)$, $\delta m'=(0.0169,-0.0128,-0.0144)$. In (\ref{quad}) the charge part is $2(1.031+0.236+0.279)=3.092$ meV and the spin part $-(0.345+0.234+0.312)=-0.891$ meV; half the sum is $1.10$ meV. Directly, $\Delta F-\Delta F_b=251.27-250.17=1.10$ meV, between the bounds $0.70$ and $1.68$ meV. For a uniform spin field $w=-\lambda\sum_i\sigma_{z,i}$ with $\lambda=0.05$ eV, $\Delta F=-94.418$ meV and $\Delta F_b=-94.310$ meV; the error is $-0.1084$ meV and (\ref{quad}) gives $-0.1085$ meV, both between $-0.130$ and $-0.090$ meV. The signs follow from (\ref{bounds}). A response dominated by charge, with $K_{nn}>0$, makes the lower bound positive: screening removes part of the frozen energy gain. A response dominated by spin, with $K_{zz}<0$, makes the upper bound negative: exchange feedback adds to the gain. The numerical check asserts the bounds for every perturbation $w$ it studies (not for the rotated moments of the last section), and halving $\lambda$ from $0.02$ to $0.01$ eV gives order $2.00$ and $1.93$ for the two errors and $3.04$ and $3.07$ for the remainders after (\ref{quad}).

Q: An error of $1.1$ in $251$ meV. So the band energy is good to half a per cent?

A: It is $0.44\%$ of $\Delta F$, but nearly all of $\Delta F$ is the first-order term $0.2\times1.26988$ eV $=253.98$ meV, which needs no diagonalisation. What remains is $251.27-253.98=-2.71$ meV, and the error is $41\%$ of that. For a local $w=\lambda w_1\cdot O$, stationarity gives $dF/d\lambda=w_1\cdot\rho'(\lambda)$ and $dF_b/d\lambda=w_1\cdot\rho_f(\lambda)$; integrating the parts linear in $\lambda$ gives second-order terms $\frac12\lambda w_1\cdot\delta\rho'$ and $\frac12\lambda w_1\cdot\delta\rho_f$. With the density changes at $\lambda=0.2$ eV, which also contain small higher-order parts, these are about $0.1\times(-0.027)$ eV $=-2.7$ meV and $0.1\times(-0.038)$ eV $=-3.8$ meV. One is the screened response, the other the bare one. A second-order $\Delta F$ is given correctly by the band energy only if the error (\ref{quad}) is of higher order, as when $\delta\rho$ itself is of second order.

\section{Relaxed potential, fixed Fermi level, moved potential}

Q: The self-consistent potential is the better one. Surely its band energy is the better estimate?

A: It is in general wrong at first order. Equation (\ref{F0}) holds for the perturbed system with $D[\rho']$, so the relaxed band change is $\Delta F-\Delta D$, and $\delta D=v\cdot\delta\rho-v\cdot\delta\rho-\rho\cdot\delta v=-\rho_0K\delta\rho'$. The relaxed band energy exceeds $\Delta F$ by $\rho_0K\delta\rho'$, linear in $\lambda$, with $\delta\rho'=(1-\chi K)^{-1}\chi\lambda w_1$ on the $n,m_z$ components. The tested slopes are $1.26988+0.05110=1.32098$ for the site potential and $-1.87480-0.45532=-2.33012$ for the spin field. At $\lambda=0.05$ eV the relaxed band change is $-114.4$ meV against $\Delta F=-94.4$ meV.

With the potential frozen, the band energy gives the first-order change of the total free energy, with leading error $\tfrac12\,\delta\rho'K\,\delta\rho_f$, whereas the band energy of the relaxed potential is in general wrong already at first order. It remains to treat a fixed Fermi level, a potential moved with the atoms or moments, spin--orbit anisotropy and exchange constants.

Numbers in the example were calculated in double precision.
